# Spin-1/2 rotations: the exponential formula and the two-to-one map

## What symmetry fixes in advance

Let $\mathbf n$ be a real unit vector, $\theta$ a real angle in radians, and

$$
\sigma_1=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad
\sigma_2=\begin{pmatrix}0&-i\\i&0\end{pmatrix},\quad
\sigma_3=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
$$

Write $N=\mathbf n\cdot\boldsymbol\sigma=\sum_a n_a\sigma_a$ and let $I$ be the $2\times2$ unit matrix. The two objects to be found are

$$
U(\mathbf n,\theta)=e^{-i\theta N/2},\qquad
R_{ab}(U)=\tfrac12\,\mathrm{Tr}(\sigma_a U\sigma_b U^\dagger).
$$

Everything here is dimensionless. The spin operator is $\mathbf S=\hbar\boldsymbol\sigma/2$, so $U=e^{-i\theta\,\mathbf n\cdot\mathbf S/\hbar}$, and the factor $1/2$ in the exponent is the spin quantum number.

The only direction in the problem is $\mathbf n$. A $2\times2$ matrix built from it without preferring any other direction must have the form

$$
U=f(\theta)\,I+g(\theta)\,N .
$$

The exponent contains only the product $\theta\mathbf n$, so reversing both $\theta$ and $\mathbf n$ changes nothing. Since $N$ changes sign under this reversal, $f$ must be even in $\theta$ and $g$ must be odd.

The same reasoning applies to $R_{ab}$. The tensors with two indices that can be made from $\mathbf n$, the Kronecker symbol $\delta_{ab}$ and the antisymmetric symbol $\varepsilon_{abc}$ (with $\varepsilon_{123}=1$) are combinations of three:

$$
R_{ab}=A\,\delta_{ab}+B\,n_an_b+C\sum_c\varepsilon_{abc}n_c .
$$

What remains is to find $f,g$ and $A,B,C$, which depend on $\theta$ alone. One feature is already visible: $U$ enters $R$ twice, so a sign in front of $U$ cannot survive there.

## The simple case: rotation about the z axis

For $\mathbf n=(0,0,1)$ the exponent is diagonal, and a diagonal matrix is exponentiated entry by entry:

$$
U=\begin{pmatrix}e^{-i\theta/2}&0\\0&e^{i\theta/2}\end{pmatrix}
=\cos\tfrac\theta2\,I-i\sin\tfrac\theta2\,\sigma_3 .
$$

The second form follows from $e^{\mp i\theta/2}=\cos\frac\theta2\mp i\sin\frac\theta2$. Hence $f=\cos(\theta/2)$ and $g=-i\sin(\theta/2)$, even and odd as required.

Now form $U\sigma_1U^\dagger$. The upper right entry of $\sigma_1$ is multiplied by $e^{-i\theta/2}$ from $U$ and by another $e^{-i\theta/2}$ from $U^\dagger$. The lower left entry receives the complex conjugate factors. Therefore

$$
U\sigma_1U^\dagger=\begin{pmatrix}0&e^{-i\theta}\\e^{i\theta}&0\end{pmatrix}
=\cos\theta\,\sigma_1+\sin\theta\,\sigma_2 .
$$

The same factors applied to $\sigma_2$ give

$$
U\sigma_2U^\dagger=\begin{pmatrix}0&-ie^{-i\theta}\\ie^{i\theta}&0\end{pmatrix}
=-\sin\theta\,\sigma_1+\cos\theta\,\sigma_2 ,
$$

while $U\sigma_3U^\dagger=\sigma_3$, because diagonal matrices commute.

To read off $R$, use $\mathrm{Tr}(\sigma_a\sigma_b)=2\delta_{ab}$, which is checked by multiplying the matrices. The trace in the definition then picks out the coefficient of $\sigma_a$ in $U\sigma_bU^\dagger$, and the results above are the columns of

$$
R=\begin{pmatrix}\cos\theta&-\sin\theta&0\\ \sin\theta&\cos\theta&0\\0&0&1\end{pmatrix}.
$$

This is an active right-handed rotation: it turns the $x$ axis towards the $y$ axis. The two half-angles, one from each side of the sandwich, have added up to a full angle.

**Limit.** At $\theta=2\pi$ the rotation is complete and $R$ is the unit matrix, but $U=-I$. The sign ambiguity is present already in this simplest case.

## General axis: summing the exponential

For a general axis $N$ is not diagonal, and its powers are needed. Direct multiplication gives $\sigma_1\sigma_2=i\sigma_3$, $\sigma_2\sigma_3=i\sigma_1$, $\sigma_3\sigma_1=i\sigma_2$, and $\sigma_a^2=I$. The Hermitian conjugate of the first three gives the reversed products with $-i$. All nine cases are contained in

$$
\sigma_a\sigma_b=\delta_{ab}I+i\sum_c\varepsilon_{abc}\sigma_c .
$$

Multiply by $n_an_b$ and sum over $a$ and $b$. The product $n_an_b$ is symmetric under exchange of the indices and $\varepsilon_{abc}$ is antisymmetric, so the second term cancels in pairs:

$$
N^2=(\mathbf n\cdot\mathbf n)\,I=I .
$$

Consequently $N^{2k}=I$ and $N^{2k+1}=N$. The exponential series converges absolutely for any matrix, so its even and odd powers may be collected separately:

$$
U=I\sum_{k=0}^\infty\frac{(-i\theta/2)^{2k}}{(2k)!}
+N\sum_{k=0}^\infty\frac{(-i\theta/2)^{2k+1}}{(2k+1)!} .
$$

Here $(-i)^{2k}=(-1)^k$ and $(-i)^{2k+1}=-i(-1)^k$. The first sum is the cosine series and the second is $-i$ times the sine series, both at argument $\theta/2$:

$$
\boxed{\,e^{-i\theta\,\mathbf n\cdot\boldsymbol\sigma/2}
=\cos\tfrac\theta2\,I-i\,\mathbf n\cdot\boldsymbol\sigma\,\sin\tfrac\theta2\,}
$$

**Limits.** For $\mathbf n$ along $z$ this is the diagonal result found above. For small $\theta$ it becomes $I-i\theta N/2$, the first two terms of the series.

**Where unit length enters.** For a vector $\mathbf m$ of length $m\neq0$, write $\mathbf m=m\,\hat{\mathbf m}$ and apply the formula to the angle $m\theta$:

$$
e^{-i\theta\,\mathbf m\cdot\boldsymbol\sigma/2}
=\cos\tfrac{m\theta}2\,I-i\,\hat{\mathbf m}\cdot\boldsymbol\sigma\,\sin\tfrac{m\theta}2 .
$$

If $(1,1,0)$ is inserted into the boxed formula as though it were a unit vector, at $\theta=90^\circ$, the largest absolute error in an entry is 0.263. It sits on the diagonal, where $\cos(\pi/4)$ stands in place of $\cos(\sqrt2\,\pi/4)$.

**Unitarity and determinant.** Since $N$ is Hermitian and $\theta$ is real, $U^\dagger=\cos\frac\theta2\,I+iN\sin\frac\theta2$. The cross terms in $UU^\dagger$ cancel, leaving

$$
UU^\dagger=\cos^2\tfrac\theta2\,I+\sin^2\tfrac\theta2\,N^2=I .
$$

Because $N^2=I$, the eigenvalues of $N$ can be only $\pm1$, and because $\mathrm{Tr}\,N=0$ there is one of each. The eigenvalues of $U$ are then $e^{\mp i\theta/2}$, with product $\det U=1$. Thus $U$ belongs to SU(2), the group of unitary $2\times2$ matrices with unit determinant.

Real $\theta$ is needed for this. With $\theta=i\eta$ and $\eta$ real, the series gives $\cosh\frac\eta2\,I+N\sinh\frac\eta2$, which is Hermitian and, for $\eta\neq0$, not unitary.

**Every SU(2) matrix has this form.** For a matrix with unit determinant,

$$
U=\begin{pmatrix}p&q\\r&s\end{pmatrix},\qquad
U^{-1}=\begin{pmatrix}s&-q\\-r&p\end{pmatrix}.
$$

Setting $U^{-1}=U^\dagger$ gives $s=p^*$ and $r=-q^*$. Write $p=a_0-ia_3$ and $q=-a_2-ia_1$ with real $a$'s. Then $U=a_0I-i\,\mathbf a\cdot\boldsymbol\sigma$, and $\det U=|p|^2+|q|^2=a_0^2+|\mathbf a|^2=1$. One can therefore set $a_0=\cos(\theta/2)$ and $\mathbf a=\mathbf n\sin(\theta/2)$ with $0\le\theta\le2\pi$. If $\mathbf a=0$, the choice of $\mathbf n$ is free. What is proved below for $U(\mathbf n,\theta)$ thus covers all of SU(2).

## General axis: the rotation matrix

First, the meaning of the trace. The matrix $U\sigma_bU^\dagger$ is Hermitian because $\sigma_b$ is, and its trace is $\mathrm{Tr}(\sigma_bU^\dagger U)=\mathrm{Tr}\,\sigma_b=0$. Any traceless Hermitian $2\times2$ matrix can be written

$$
\begin{pmatrix}z&x-iy\\x+iy&-z\end{pmatrix}=x\sigma_1+y\sigma_2+z\sigma_3
$$

with real $x,y,z$. The trace in the definition of $R$ extracts these coefficients, so $R$ is real and

$$
U\sigma_bU^\dagger=\sum_a\sigma_aR_{ab} .
$$

Now abbreviate $c=\cos(\theta/2)$ and $s=\sin(\theta/2)$ and multiply out:

$$
(c-isN)\,\sigma_b\,(c+isN)=c^2\sigma_b-isc\,(N\sigma_b-\sigma_bN)+s^2N\sigma_bN .
$$

The last sign is plus because $(-i)(i)=1$. Two products are needed.

The commutator follows from the antisymmetric part of the Pauli product:

$$
N\sigma_b-\sigma_bN=2i\sum_{a,c}\varepsilon_{cba}\,n_c\sigma_a
=-2i\sum_{a,c}\varepsilon_{abc}\,n_c\sigma_a ,
$$

where exchanging the first and last index of $\varepsilon$ has produced the minus sign. (As an index, $c$ is summed; as a factor, it is the cosine.)

The symmetric part of the Pauli product gives $N\sigma_b+\sigma_bN=2n_bI$. Solving for $\sigma_bN$ and multiplying by $N$ from the left,

$$
N\sigma_bN=N(2n_bI-N\sigma_b)=2n_bN-\sigma_b .
$$

Insert both. The commutator term has the factor $(-isc)(-2i)=-2sc=-\sin\theta$. The terms in $\sigma_b$ combine to $c^2-s^2=\cos\theta$, and the term in $n_bN$ has the factor $2s^2=1-\cos\theta$. The coefficient of $\sigma_a$ is

$$
\boxed{\,R_{ab}=\cos\theta\,\delta_{ab}+(1-\cos\theta)\,n_an_b-\sin\theta\sum_c\varepsilon_{abc}n_c\,}
$$

This has the three-term form fixed by symmetry, with $A$, $B$ and $C$ now known.

To see the geometry, let $R$ act on a vector $\mathbf v$. Since $-\sum_{b,c}\varepsilon_{abc}v_bn_c=-(\mathbf v\times\mathbf n)_a=(\mathbf n\times\mathbf v)_a$,

$$
R\mathbf v=\cos\theta\,\mathbf v+(1-\cos\theta)\,\mathbf n(\mathbf n\cdot\mathbf v)+\sin\theta\,\mathbf n\times\mathbf v .
$$

For $\mathbf v=\mathbf n$ the result is $\mathbf n$, so the axis stays fixed. Take a unit vector $\mathbf e_1$ perpendicular to $\mathbf n$ and set $\mathbf e_2=\mathbf n\times\mathbf e_1$, so that $\mathbf n\times\mathbf e_2=-\mathbf e_1$. Then

$$
R\mathbf e_1=\cos\theta\,\mathbf e_1+\sin\theta\,\mathbf e_2,\qquad
R\mathbf e_2=-\sin\theta\,\mathbf e_1+\cos\theta\,\mathbf e_2 .
$$

In the right-handed frame $(\mathbf e_1,\mathbf e_2,\mathbf n)$ this is the matrix of the simple case. Hence $R$ is orthogonal, has determinant $+1$, and turns space by $\theta$ about $\mathbf n$ in the right-handed sense.

**Limits.** For small $\theta$, $R\mathbf v\approx\mathbf v+\theta\,\mathbf n\times\mathbf v$. If $\mathbf v$ is the position of a point in a rigid body, dividing the small displacement $\theta\,\mathbf n\times\mathbf v$ by the time it takes gives the velocity law of rigid rotation. For $\theta=\pi$, $R\mathbf v=2\mathbf n(\mathbf n\cdot\mathbf v)-\mathbf v$: the component along the axis is kept and the perpendicular part is reversed.

## A case to check by hand

Take $\mathbf n=(1,2,2)/3$, a unit vector because $1+4+4=9$, and $\theta=90^\circ$. Then $\cos(\theta/2)=\sin(\theta/2)=0.7071$. The upper left entry of $U$ is $0.7071-i(0.7071)(2/3)=0.7071-0.4714i$. The lower left entry is $-i(0.7071)(1+2i)/3=0.4714-0.2357i$. The whole matrix is

$$
U=\begin{pmatrix}0.7071-0.4714i&-0.4714-0.2357i\\0.4714-0.2357i&0.7071+0.4714i\end{pmatrix}.
$$

The series reaches this quickly. Cut after the first power, its largest absolute error in an entry is 0.30; after the eighth power it is $2.3\times10^{-7}$.

For $R$, $\cos\theta=0$ and $\sin\theta=1$, so $R_{ab}=n_an_b-\sum_c\varepsilon_{abc}n_c$. For example,

$$
R_{12}=n_1n_2-n_3=\tfrac29-\tfrac69=-\tfrac49,\qquad
R_{13}=n_1n_3+n_2=\tfrac29+\tfrac69=\tfrac89 .
$$

The remaining entries follow in the same way:

$$
R=\frac19\begin{pmatrix}1&-4&8\\8&4&1\\-4&7&4\end{pmatrix}.
$$

Two checks can be made at once. The first row applied to $\mathbf n$ gives $(1-8+16)/27=1/3=n_1$, as it must for the axis. The trace is $(1+4+4)/9=1$, in agreement with $\mathrm{Tr}\,R=3\cos\theta+(1-\cos\theta)=1+2\cos\theta$.

## The sign, and why nothing else is lost

Replace $U$ by $-U$. Then $U^\dagger$ becomes $-U^\dagger$, and

$$
R_{ab}(-U)=\tfrac12\mathrm{Tr}\big(\sigma_a(-U)\sigma_b(-U^\dagger)\big)=R_{ab}(U) .
$$

The matrix $-U$ is itself a rotation operator. Adding $2\pi$ to $\theta$ adds $\pi$ to the half-angle and reverses both its cosine and its sine, so

$$
U(\mathbf n,\theta+2\pi)=-U(\mathbf n,\theta) .
$$

It can also be reached by turning the other way round:

$$
U(-\mathbf n,2\pi-\theta)=\cos(\pi-\tfrac\theta2)\,I+iN\sin(\pi-\tfrac\theta2)
=-\cos\tfrac\theta2\,I+iN\sin\tfrac\theta2=-U(\mathbf n,\theta) .
$$

A turn by $\theta$ about $\mathbf n$ and a turn by $2\pi-\theta$ about $-\mathbf n$ bring a body to the same final orientation, but their spin matrices have opposite signs.

Could a third SU(2) matrix give the same $R$? Suppose $R(U)=R(V)$. Then $U\sigma_bU^\dagger=V\sigma_bV^\dagger$ for each $b$. Multiply by $V^\dagger$ from the left and by $U$ from the right:

$$
W\sigma_b=\sigma_bW,\qquad W=V^\dagger U .
$$

A matrix that commutes with $\sigma_3$ is diagonal, and a diagonal matrix that also commutes with $\sigma_1$ has equal diagonal entries. Hence $W=\lambda I$. Both $U$ and $V$ have unit determinant, so $\lambda^2=\det W=1$ and $\lambda=\pm1$. This means $U=\pm V$. Every proper rotation, that is every real orthogonal $3\times3$ matrix with determinant $+1$, is a turn by some angle about some axis (Euler's theorem, taken here as known), so each is reached by some $U(\mathbf n,\theta)$. The map from SU(2) onto the proper rotations is therefore two-to-one.

The determinant condition is essential. If it is dropped, $e^{i\varphi}U$ gives the same $R$ for every real $\varphi$, because the phase cancels against its conjugate in $U^\dagger$. Unit determinant reduces this continuous freedom to a sign.

The numerical check approaches the question from the other side. It takes a spatial rotation $R$ and solves $U\sigma_b=\big(\sum_a\sigma_aR_{ab}\big)U$ as linear equations for the four entries of $U$. One of the four singular values is zero and the other three are 2.83, so the solution is unique up to a complex factor. Unit determinant then leaves two matrices, $U$ and $-U$.

## What a measurement can see

Let $\psi$ be a normalized spin state with spin direction $s_a=\langle\psi|\sigma_a|\psi\rangle$. In the rotated state $U\psi$ the direction is $s'_a=\langle\psi|U^\dagger\sigma_aU|\psi\rangle$. The matrix $U^\dagger\sigma_aU$ is again traceless and Hermitian. Its coefficient along $\sigma_b$ is

$$
\tfrac12\mathrm{Tr}(\sigma_bU^\dagger\sigma_aU)=\tfrac12\mathrm{Tr}(\sigma_aU\sigma_bU^\dagger)=R_{ab},
$$

because a trace is unchanged when its factors are permuted cyclically. Therefore $\mathbf s'=R\mathbf s$: the expectation values turn like an ordinary vector.

In the example, spin up has $\mathbf s=(0,0,1)$, and $\mathbf s'$ is the third column of $R$, $(8,1,4)/9=(0.889,0.111,0.444)$. The state itself confirms this. Its components are the first column of $U$, so

$$
s'_3=(0.7071^2+0.4714^2)-(0.4714^2+0.2357^2)=0.444 .
$$

After a turn by $450^\circ$ the matrix is $-U$, and the program finds the same spin direction.

The sign becomes visible when only part of a state is rotated. Suppose a spin-1/2 particle can take two paths with equal amplitudes, its spin is rotated on one path only, and no other phase difference arises. In the output port where the two amplitudes add, the state is $(\psi+U\psi)/2$, and the probability of finding the particle there is

$$
P=\tfrac14\|\psi+U\psi\|^2=\tfrac14\big(2+2\,\mathrm{Re}\langle\psi|U|\psi\rangle\big).
$$

The closed form gives $\langle\psi|U|\psi\rangle=\cos\frac\theta2-i\,(\mathbf n\cdot\mathbf s)\sin\frac\theta2$. Since $\mathbf n\cdot\mathbf s$ is real, the second term is imaginary and drops out:

$$
P=\tfrac12\big(1+\cos\tfrac\theta2\big).
$$

This holds for every initial spin state and every axis, and its period is $4\pi$.

| Angle | $P$ |
|---|---|
| $0^\circ$ | 1.000 |
| $90^\circ$ | 0.854 |
| $360^\circ$ | 0.000 |
| $450^\circ$ | 0.146 |
| $720^\circ$ | 1.000 |

The rows for $90^\circ$ and $450^\circ$ belong to $U$ and $-U$. They share one rotation matrix $R$ and one spin direction, yet they give different probabilities. If the same matrix $U$ acts on both paths instead, its sign multiplies the whole state and cancels from every probability. What the experiment detects is thus the relative sign between a rotated and an unrotated amplitude.

## Values computed for the example and the checks

```
All quantities are dimensionless except angles (degrees)
axis n: 0.333333 0.666667 0.666667
angle theta (degrees): 90.0
cos(theta/2): 0.707107
sin(theta/2): 0.707107
series to power 1, largest entry error: 3.0e-01
series to power 2, largest entry error: 5.8e-02
series to power 4, largest entry error: 1.8e-03
series to power 8, largest entry error: 2.3e-07
U at 90 degrees, row 1: 0.707107-0.471405i  -0.471405-0.235702i
U at 90 degrees, row 2: 0.471405-0.235702i  0.707107+0.471405i
U at 450 degrees, row 1: -0.707107+0.471405i  0.471405+0.235702i
U at 450 degrees, row 2: -0.471405+0.235702i  -0.707107-0.471405i
R at 90 degrees, row 1: 0.111111 -0.444444 0.888889
R at 90 degrees, row 2: 0.888889 0.444444 0.111111
R at 90 degrees, row 3: -0.444444 0.777778 0.444444
9R at 90 degrees, row 1: 1.000 -4.000 8.000
9R at 90 degrees, row 2: 8.000 4.000 1.000
9R at 90 degrees, row 3: -4.000 7.000 4.000
R at 450 degrees, row 1: 0.111111 -0.444444 0.888889
R at 450 degrees, row 2: 0.888889 0.444444 0.111111
R at 450 degrees, row 3: -0.444444 0.777778 0.444444
det R: 1.000000
trace R: 1.000000
spin direction of spin-up state: 0.000000 0.000000 1.000000
spin direction after U at 90 degrees: 0.888889 0.111111 0.444444
spin direction after U at 450 degrees: 0.888889 0.111111 0.444444
superposition weight at 0 degrees: 1.000000
superposition weight at 90 degrees: 0.853553
superposition weight at 360 degrees: 0.000000
superposition weight at 450 degrees: 0.146447
superposition weight at 720 degrees: 1.000000
singular values of linear equations for U: 2.828427 2.828427 2.828427 0.000000
closed form misused with (1,1,0), 90 degrees, entry error: 0.263091
number of random axis-angle cases: 40
largest error of closed form for U: 7e-16
largest difference, trace R and spatial rotation: 1e-14
```
